# Solute clusters in atom-probe data: maximum-separation linking with a relabelling threshold: a numerical check

```python
"""Maximum-separation clusters in atom-probe data, threshold by relabelling.

Result under test: solutes closer than d_max are linked; clusters are connected
components.  With R random relabellings (n solute labels on N fixed positions)
and sorted largest-component sizes M_(1)<=...<=M_(R), the threshold
    N_min = 1 + M_(k),   k = ceil((1-alpha)(R+1)),
accepts any cluster in randomly labelled data with probability <= alpha.
For m random solutes on a subset A of positions (the matrix) the probability is
<= alpha / P(K>=m), K = number of solutes a full relabelling puts on A.
Lengths are in nm; cluster sizes count detected solute atoms.
"""
import math
from itertools import combinations
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import cKDTree
from scipy.special import gammaln
from scipy.stats import binom, hypergeom


def link(points, d_max):
    """Component label of each point, component sizes, number of links."""
    pairs = cKDTree(points).query_pairs(d_max, output_type="ndarray")
    graph = coo_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                       shape=(len(points), len(points)))
    count, labels = connected_components(graph, directed=False)
    return labels, np.bincount(labels, minlength=count), len(pairs)


def relabelled_maxima(points, n, d_max, repeats, rng):
    """Largest component in each of several random relabellings."""
    out = []
    for _ in range(repeats):
        chosen = rng.choice(len(points), n, replace=False, shuffle=False)
        out.append(link(points[chosen], d_max)[1].max())
    return np.array(out)


def rank_index(repeats, alpha):
    k = math.ceil((1 - alpha) * (repeats + 1) - 1e-9)
    assert k <= repeats, "too few relabellings for this alpha"
    return k


def threshold(maxima, alpha):
    return 1 + int(np.sort(maxima)[rank_index(len(maxima), alpha) - 1])


ALPHA = 0.05
rng = np.random.default_rng(2024)

# ---- linking against the transitive closure of the distance relation ----
cloud = rng.random((300, 3))
reach = np.linalg.norm(cloud[:, None] - cloud[None], axis=2) <= 0.11
while True:
    wider = (reach.astype(np.float32) @ reach.astype(np.float32)) > 0
    if np.array_equal(wider, reach):
        break
    reach = wider
cloud_labels, cloud_sizes, _ = link(cloud, 0.11)
assert np.array_equal(reach, cloud_labels[:, None] == cloud_labels[None])
assert cloud_sizes.max() > 2

# ---- complete enumeration of all labellings of a tiny position set ----
TINY = 12
tiny_points = rng.random((TINY, 3))
near = np.linalg.norm(tiny_points[:, None] - tiny_points[None], axis=2) <= 0.45
neighbours = [sum(1 << j for j in range(TINY) if near[i, j] and j != i)
              for i in range(TINY)]


def neighbourhood(mask):
    joined = 0
    for i in range(TINY):
        if mask >> i & 1:
            joined |= neighbours[i]
    return joined


def mask_components(mask):
    found = []
    while mask:
        component = frontier = mask & -mask
        while frontier:
            frontier = neighbourhood(frontier) & mask & ~component
            component |= frontier
        found.append(component)
        mask &= ~component
    return found


tiny_sizes = [[c.bit_count() for c in mask_components(mask)]
              for mask in range(1 << TINY)]


def masks_of(sites, count):
    return [sum(1 << i for i in c) for c in combinations(range(sites), count)]


N_TINY = 5
labellings = masks_of(TINY, N_TINY)
for s in range(1, N_TINY + 1):
    counted = np.mean([tiny_sizes[mask].count(s) for mask in labellings])
    formula = 0.0
    for subset in masks_of(TINY, s):
        if len(tiny_sizes[subset]) == 1:
            u = (neighbourhood(subset) & ~subset).bit_count()
            formula += math.comb(TINY - s - u, N_TINY - s) / math.comb(TINY, N_TINY)
    assert abs(counted - formula) < 1e-12

# exact false-alarm probability of the rank rule, and of the rule without "+1"
tiny_max = np.array([max(tiny_sizes[mask]) for mask in labellings])
false_alarm = {}
for repeats in (19, 99, 999):
    k = rank_index(repeats, ALPHA)
    strict = loose = 0.0
    for value in np.unique(tiny_max):
        weight = np.mean(tiny_max == value)
        strict += weight * binom.sf(k - 1, repeats, np.mean(tiny_max < value))
        loose += weight * binom.sf(k - 1, repeats, np.mean(tiny_max <= value))
    assert strict <= ALPHA + 1e-12 < loose
    false_alarm[repeats] = (strict, loose)

# bound for fewer solutes on a subset of the positions
for sites in (9, TINY):
    for m in range(1, N_TINY + 1):
        subset_max = np.array([max(tiny_sizes[q]) for q in masks_of(sites, m)])
        enough = np.mean([(q & ((1 << sites) - 1)).bit_count() >= m
                          for q in labellings])
        for t in range(1, N_TINY + 1):
            assert (np.mean(subset_max >= t) * enough
                    <= np.mean(tiny_max >= t) + 1e-12)

# ---- uneven detected density: relabelling versus uniform scattering ----
SIDE, D_MAX = 10.0, 0.5
uneven = rng.random((40000, 3)) * SIDE
uneven[30769:, :2] *= math.sqrt(0.1)      # column with fourfold density
N_UNEVEN = 800
uniform_max = np.array([link(rng.random((N_UNEVEN, 3)) * SIDE, D_MAX)[1].max()
                        for _ in range(199)])
uneven_uniform = threshold(uniform_max, ALPHA)
uneven_relabel = threshold(
    relabelled_maxima(uneven, N_UNEVEN, D_MAX, 199, rng), ALPHA)
fresh = relabelled_maxima(uneven, N_UNEVEN, D_MAX, 399, rng)
rate_uniform = np.mean(fresh >= uneven_uniform)
rate_relabel = np.mean(fresh >= uneven_relabel)
assert rate_relabel < 0.12      # alpha plus sampling scatter of both batches
assert rate_uniform > 0.25

# ---- simulated alloy, regime of aged iron with about 1 at.% copper ----
LATTICE, CELLS, EFFICIENCY = 0.287, 56, 0.5
BLUR = np.array([0.2, 0.2, 0.05])
MATRIX_FRACTION, PRECIPITATE_FRACTION = 0.005, 0.6
RADII = (0.35, 0.5, 0.8, 1.2)
box = LATTICE * CELLS
corner = np.stack(np.meshgrid(*[np.arange(CELLS)] * 3, indexing="ij"),
                  axis=-1).reshape(-1, 3)
sites = np.vstack([corner, corner + 0.5]) * LATTICE
sites = sites[rng.random(len(sites)) < EFFICIENCY]
centres = np.array([(x, y, z) for x in (3.0, 8.0, 13.0)
                    for y in (4.5, 11.5) for z in (4.5, 11.5)])
centres += rng.uniform(-0.3, 0.3, centres.shape)
radius = np.tile(RADII, 3)
owner = np.full(len(sites), -1)           # precipitate index, -1 = matrix
for p in range(len(centres)):
    owner[np.linalg.norm(sites - centres[p], axis=1) <= radius[p]] = p
matrix_sites = np.flatnonzero(owner < 0)
m_matrix = round(MATRIX_FRACTION * len(matrix_sites))
solute = (owner >= 0) & (rng.random(len(sites)) < PRECIPITATE_FRACTION)
solute[rng.choice(matrix_sites, m_matrix, replace=False)] = True
atoms = sites + rng.normal(size=sites.shape) * BLUR
N_atoms, n_solute = len(atoms), int(solute.sum())

# null statistics from relabelling
REPEATS = 999
null_max, null_single, null_links = [], [], []
null_hist = np.zeros(200)
for _ in range(REPEATS):
    chosen = rng.choice(N_atoms, n_solute, replace=False, shuffle=False)
    _, sizes, links = link(atoms[chosen], D_MAX)
    null_max.append(sizes.max())
    null_single.append(np.sum(sizes == 1))
    null_links.append(links)
    null_hist += np.bincount(np.minimum(sizes, 199), minlength=200)
null_max = np.array(null_max)
n_min = threshold(null_max, ALPHA)

# exact means of singlets and links
degree = cKDTree(atoms).query_ball_point(atoms, D_MAX, return_length=True) - 1


def log_choose(a, b):
    return gammaln(a + 1) - gammaln(b + 1) - gammaln(a - b + 1)


exact_single = np.sum(np.exp(log_choose(N_atoms - 1.0 - degree, n_solute - 1.0)
                             - log_choose(float(N_atoms), float(n_solute))))
exact_links = (degree.sum() / 2 * n_solute * (n_solute - 1)
               / (N_atoms * (N_atoms - 1.0)))
for sample, exact in ((null_single, exact_single), (null_links, exact_links)):
    assert abs(np.mean(sample) - exact) < 5 * np.std(sample) / math.sqrt(REPEATS)

# fresh relabellings test the threshold on the example itself
fresh_rate = np.mean(
    relabelled_maxima(atoms, n_solute, D_MAX, 399, rng) >= n_min)
assert fresh_rate < 0.10        # alpha plus sampling scatter


def assess(points, is_solute, belongs, n_threshold, d_max):
    """Share of each precipitate in one accepted cluster; cluster statistics."""
    labels, sizes, _ = link(points[is_solute], d_max)
    accepted = sizes >= n_threshold
    own = belongs[is_solute]
    share = []
    for p in range(len(centres)):
        part = np.bincount(labels[own == p], minlength=len(sizes))
        share.append((part * accepted).max() / max(1, part.sum()))
    real = np.bincount(labels[own >= 0], minlength=len(sizes)) > 0
    inside = accepted[labels]
    matrix_share = np.sum(inside & (own < 0)) / max(1, inside.sum())
    return (np.array(share), int(accepted.sum()),
            int(np.sum(accepted & ~real)), matrix_share)


share, n_accepted, n_false, matrix_share = assess(
    atoms, solute, owner, n_min, D_MAX)
observed_sizes = link(atoms[solute], D_MAX)[1]
p_value = (1 + np.sum(null_max >= observed_sizes.max())) / (REPEATS + 1)
assert np.all(share[radius >= 0.8] >= 0.5)
assert n_false == 0

# matrix-only clusters: random matrix, and matrix with short-range pairing
matrix_atoms = atoms[matrix_sites]
matrix_tree = cKDTree(matrix_atoms)
random_max = relabelled_maxima(matrix_atoms, m_matrix, D_MAX, 299, rng)
partners = m_matrix // 10
paired_max = []
for _ in range(299):
    base = rng.choice(len(matrix_atoms), m_matrix - partners, replace=False)
    beside = matrix_tree.query(matrix_atoms[base[:partners]], k=2)[1][:, 1]
    chosen = np.unique(np.concatenate([base, beside]))
    paired_max.append(link(matrix_atoms[chosen], D_MAX)[1].max())
paired_max = np.array(paired_max)
prob_enough = hypergeom.sf(m_matrix - 1, N_atoms, n_solute, len(matrix_sites))
matrix_rate = np.mean(random_max >= n_min)
assert matrix_rate <= ALPHA / prob_enough + 0.04   # sampling scatter
n_min_matrix = threshold(random_max, ALPHA)
assert n_min_matrix <= n_min

# dependence on the linking distance, same relabellings for every distance
scan = []
for d in (0.4, 0.5, 0.7, 0.9):
    limit = threshold(relabelled_maxima(atoms, n_solute, d, 199,
                                        np.random.default_rng(7)), ALPHA)
    result = assess(atoms, solute, owner, limit, d)
    scan.append((d, limit, int(np.sum(result[0] >= 0.5)), result[3]))
assert scan[-1][1] > scan[0][1]
assert scan[-1][3] > scan[0][3]

# neglected effects, each with its own relabelling threshold
COMPRESSION, BACKGROUND, PILE_UP = 0.8, 0.001, 0.2
inside = owner >= 0
squeezed = atoms.copy()
squeezed[inside, :2] = (centres[owner[inside], :2] + COMPRESSION
                        * (atoms[inside, :2] - centres[owner[inside], :2]))
noisy = solute | (rng.random(N_atoms) < BACKGROUND)
kept = ~(inside & solute & (rng.random(N_atoms) < PILE_UP))
effects = []
for name, pts, sol, own in (
        ("lateral compression x%.1f" % COMPRESSION, squeezed, solute, owner),
        ("background %.1f at.%%" % (100 * BACKGROUND), atoms, noisy, owner),
        ("pile-up loss %.0f%%" % (100 * PILE_UP), atoms[kept], solute[kept],
         owner[kept])):
    limit = threshold(relabelled_maxima(pts, int(sol.sum()), D_MAX, 199, rng),
                      ALPHA)
    result = assess(pts, sol, own, limit, D_MAX)
    effects.append((name, limit, int(np.sum(result[0] >= 0.5)), result[2]))

# ---- printed numbers ----
print("Exact false-alarm probability, 12 positions, 5 solutes, alpha =", ALPHA)
for repeats, (strict, loose) in false_alarm.items():
    print(f"  R={repeats}: with +1 {strict:.4f}, without +1 {loose:.4f}")
print(f"Dense column: N_min uniform {uneven_uniform}, relabelled {uneven_relabel}")
print(f"  false-alarm rate: uniform {rate_uniform:.3f}, "
      f"relabelled {rate_relabel:.3f}")
print(f"Lattice parameter {LATTICE} nm, box side {box:.2f} nm, "
      f"efficiency {EFFICIENCY}")
print(f"Blur (standard deviation): lateral {BLUR[0]} nm, depth {BLUR[2]} nm")
print(f"Solute fraction: matrix {MATRIX_FRACTION}, "
      f"precipitates {PRECIPITATE_FRACTION}")
print(f"Detected atoms N = {N_atoms}, solutes n = {n_solute}, "
      f"matrix solutes m = {m_matrix}")
print(f"Overall solute content {100 * n_solute / N_atoms:.3f} at.%")
print(f"d_max = {D_MAX} nm, R = {REPEATS}, k = {rank_index(REPEATS, ALPHA)}")
print(f"Mean atoms within d_max {degree.mean():.2f}, mean solutes "
      f"{degree.mean() * (n_solute - 1) / (N_atoms - 1):.3f}")
print(f"Singlets: sampled {np.mean(null_single):.2f}, exact {exact_single:.2f}")
print(f"Links: sampled {np.mean(null_links):.2f}, exact {exact_links:.2f}")
print(f"N_min = {n_min} detected solutes = {n_min / EFFICIENCY:.0f} "
      "solutes before detection loss")
print(f"Fresh relabellings reaching N_min: fraction {fresh_rate:.3f}")
print("Components of size >= s: observed, relabelled mean")
for s in range(2, min(n_min, 12) + 1):
    print(f"  s={s}: {np.sum(observed_sizes >= s)}, "
          f"{null_hist[s:].sum() / REPEATS:.3f}")
print(f"Largest observed component {observed_sizes.max()}, p = {p_value:.3f}")
print(f"Accepted clusters {n_accepted}, matrix-only {n_false}, "
      f"matrix share of members {matrix_share:.3f}")
for r in RADII:
    mean_size = np.mean([np.sum(solute & (owner == p))
                         for p in np.flatnonzero(radius == r)])
    print(f"  radius {r} nm: mean detected solutes {mean_size:.1f}, "
          f"found {np.sum(share[radius == r] >= 0.5)} of {np.sum(radius == r)}")
print(f"P(K>=m) = {prob_enough:.6f}, matrix false-alarm rate {matrix_rate:.3f}")
print(f"N_min at matrix composition {n_min_matrix}")
print("Linking distance scan: N_min, precipitates found of 12, matrix share")
for d, limit, found, fraction in scan:
    print(f"  d_max={d} nm: {limit}, {found}, {fraction:.3f}")
print("Neglected effects: N_min, precipitates found of 12, matrix-only clusters")
for name, limit, found, wrong in effects:
    print(f"  {name}: {limit}, {found}, {wrong}")
print(f"Pairing of {partners} matrix solutes: mean largest component "
      f"{random_max.mean():.2f} -> {paired_max.mean():.2f}")
print(f"  matrix false-alarm rate with pairing {np.mean(paired_max >= n_min):.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Exact false-alarm probability, 12 positions, 5 solutes, alpha = 0.05
  R=19: with +1 0.0208, without +1 0.1176
  R=99: with +1 0.0256, without +1 0.1415
  R=999: with +1 0.0372, without +1 0.1880
Dense column: N_min uniform 8, relabelled 20
  false-alarm rate: uniform 0.925, relabelled 0.035
Lattice parameter 0.287 nm, box side 16.07 nm, efficiency 0.5
Blur (standard deviation): lateral 0.2 nm, depth 0.05 nm
Solute fraction: matrix 0.005, precipitates 0.6
Detected atoms N = 175979, solutes n = 1611, matrix solutes m = 873
Overall solute content 0.915 at.%
d_max = 0.5 nm, R = 999, k = 950
Mean atoms within d_max 20.74, mean solutes 0.190
Singlets: sampled 1331.91, exact 1332.68
Links: sampled 153.25, exact 152.88
N_min = 7 detected solutes = 14 solutes before detection loss
Fresh relabellings reaching N_min: fraction 0.013
Components of size >= s: observed, relabelled mean
  s=2: 47, 130.263
  s=3: 15, 15.804
  s=4: 11, 2.348
  s=5: 10, 0.345
  s=6: 8, 0.059
  s=7: 8, 0.009
Largest observed component 188, p = 0.001
Accepted clusters 8, matrix-only 0, matrix share of members 0.013
  radius 0.35 nm: mean detected solutes 3.0, found 0 of 3
  radius 0.5 nm: mean detected solutes 11.0, found 2 of 3
  radius 0.8 nm: mean detected solutes 53.7, found 3 of 3
  radius 1.2 nm: mean detected solutes 178.3, found 3 of 3
P(K>=m) = 1.000000, matrix false-alarm rate 0.000
N_min at matrix composition 5
Linking distance scan: N_min, precipitates found of 12, matrix share
  d_max=0.4 nm: 5, 8, 0.009
  d_max=0.5 nm: 6, 8, 0.013
  d_max=0.7 nm: 12, 9, 0.025
  d_max=0.9 nm: 28, 6, 0.052
Neglected effects: N_min, precipitates found of 12, matrix-only clusters
  lateral compression x0.8: 7, 9, 0
  background 0.1 at.%: 7, 8, 0
  pile-up loss 20%: 6, 7, 0
Pairing of 87 matrix solutes: mean largest component 3.17 -> 4.05
  matrix false-alarm rate with pairing 0.007
ALL CHECKS PASSED
```
